# Optical Mass and Plasma Edge of a Nonparabolic Conduction Band: test program

```python
"""Optical mass of a nonparabolic conduction band at zero temperature.

Result under test, for E(1 + C E) = hbar^2 k^2 / (2 m_b):
    m_opt = m_b sqrt(1 + 2 C hbar^2 (3 pi^2 n)^(2/3) / m_b)
and the lossless plasma edge (zero of the permittivity):
    omega_0^2 = n e^2 / (eps_0 eps_inf m_opt).
E: energy above the band edge; C: nonparabolicity; m_b: band-edge mass;
n: electron density; eps_inf: background permittivity.
Internal units: eV, nm, free-electron mass; densities in nm^-3.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

HB2 = const.hbar**2 / (const.m_e * const.e) * 1e18  # hbar^2/m_e, eV nm^2
COULOMB = const.e / const.epsilon_0 * 1e9           # e^2/eps_0, eV nm
KB = const.k / const.e                              # eV/K
HC = const.h * const.c / const.e * 1e9              # eV nm

# Round model parameters
M_BAND = 0.2          # free-electron masses
C_BAND = 0.4          # 1/eV
EPS_INF = 4.0
MOBILITY = 40.0       # cm^2/(V s)
E_INTERBAND = 7.0     # eV, oscillator representing interband absorption
EPS_STATIC = 9.0
E_LATTICE = 0.05      # eV, transverse optical phonon
D_TRIAL = -0.04       # 1/eV^2, trial next term in the band equation
TEMPERATURE = 300.0   # K
DENSITIES_CM3 = (1e20, 3e20, 1e21)

NODES, WEIGHTS = np.polynomial.legendre.leggauss(60)


def fermi_wavevector(n):
    return (3 * np.pi**2 * n) ** (1 / 3)


def band_energy(k_squared, c=C_BAND):
    gamma = HB2 * k_squared / (2 * M_BAND)
    return 2 * gamma / (1 + np.sqrt(1 + 4 * c * gamma))


def mass_formula(n, c=C_BAND):
    return M_BAND * np.sqrt(1 + 2 * c * HB2 * fermi_wavevector(n)**2 / M_BAND)


def edge_formula(n):
    return np.sqrt(COULOMB * HB2 * n / (EPS_INF * mass_formula(n)))


def displaced_sphere(n, c=C_BAND):
    """Energy change of every occupied state on a small displacement q."""
    k_f = fermi_wavevector(n)
    q = 0.005 * k_f
    k = 0.5 * k_f * (NODES + 1)
    weight = np.outer(0.5 * k_f * WEIGHTS * k**2 / (2 * np.pi**2), WEIGHTS)
    kk, cosine = np.meshgrid(k, NODES, indexing="ij")
    change = (band_energy(kk**2 + 2 * kk * q * cosine + q**2, c)
              - band_energy(kk**2, c))
    return q, weight, change


def mass_numeric(n, c=C_BAND):
    q, weight, change = displaced_sphere(n, c)
    return n * HB2 * q**2 / (2 * np.sum(weight * change))


def edge_numeric(n):
    """Zero of the permittivity summed over electron-hole excitations."""
    q, weight, change = displaced_sphere(n)

    def permittivity(w):
        total = np.sum(weight * 2 * change / (w**2 - change**2))
        return EPS_INF - COULOMB / q**2 * total

    guess = edge_formula(n)
    return brentq(permittivity, 0.5 * guess, 1.5 * guess, xtol=1e-13)


def log_slope(function, n):
    return np.log(function(1.02 * n) / function(n / 1.02)) / (2 * np.log(1.02))


def mass_at_temperature(n, temperature):
    """Inverse mass tensor averaged over the thermal occupation."""
    kt = KB * temperature
    e_f = band_energy(fermi_wavevector(n)**2)
    e_max = e_f + 40 * kt
    k_max = np.sqrt(2 * M_BAND * e_max * (1 + C_BAND * e_max) / HB2)
    k = np.linspace(0, k_max, 20001)
    energy = band_energy(k**2)
    s = 1 + 2 * C_BAND * energy
    states = k**2 / np.pi**2

    def excess(mu):
        return simpson(expit((mu - energy) / kt) * states, x=k) - n

    mu = brentq(excess, e_f - 10 * kt, e_f + 5 * kt, xtol=1e-14)
    inverse = (2 / s + 1 / s**3) / (3 * M_BAND)
    occupied = expit((mu - energy) / kt) * states
    return n / simpson(occupied * inverse, x=k)


def damping_energy(n):
    return const.hbar / (MOBILITY * 1e-4 * mass_formula(n) * const.m_e)


def real_edge(n, damping=False, interband=False, lattice=False):
    plasma_squared = COULOMB * HB2 * n / mass_formula(n)
    width = damping_energy(n) if damping else 0.0

    def real_permittivity(w):
        value = EPS_INF - plasma_squared / (w**2 + width**2)
        if interband:
            value += (EPS_INF - 1) * (1 / (1 - (w / E_INTERBAND)**2) - 1)
        if lattice:
            value += ((EPS_STATIC - EPS_INF) * E_LATTICE**2
                      / (E_LATTICE**2 - w**2))
        return value

    guess = edge_formula(n)
    return brentq(real_permittivity, 0.3 * guess, 1.5 * guess, xtol=1e-13)


def inferred_mass(n, edge):
    """Mass read from an edge with the ideal lossless relation."""
    return COULOMB * HB2 * n / (EPS_INF * edge**2)


def mass_with_next_term(n):
    """Mass hbar^2 k/(dE/dk) for E(1 + C E + D E^2) = gamma."""
    def energy(k):
        gamma = HB2 * k**2 / (2 * M_BAND)
        return brentq(lambda e: e * (1 + C_BAND * e + D_TRIAL * e**2) - gamma,
                      0, 4, xtol=1e-14)

    k_f, h = fermi_wavevector(n), 1e-3
    return HB2 * k_f * 2 * h / (energy(k_f + h) - energy(k_f - h))


def band_from_two_masses(n1, m1, n2, m2):
    slope = (m2**2 - m1**2) / (n2**(2 / 3) - n1**(2 / 3))
    m_b = np.sqrt(m1**2 - slope * n1**(2 / 3))
    return m_b, slope / (2 * HB2 * (3 * np.pi**2)**(2 / 3) * m_b)


densities = [value * 1e-21 for value in DENSITIES_CM3]
n_low, n_high = densities[0], densities[-1]

# Mass from displaced spheres; the finite displacement costs below 1e-4
for c_value in (0.0, C_BAND, 2.0):
    for n in [0.01] + densities:
        assert abs(mass_numeric(n, c_value) / mass_formula(n, c_value) - 1) < 1e-4

for n in densities:
    s_f = mass_formula(n) / M_BAND
    growth = (1 - 1 / s_f**2) / 3
    # The small finite wavevector adds spatial dispersion below 3e-4
    assert abs(edge_numeric(n) / edge_formula(n) - 1) < 3e-4
    assert abs(log_slope(mass_numeric, n) - growth) < 1e-3
    assert abs(log_slope(edge_numeric, n) - (0.5 - growth / 2)) < 1e-3
    # Radial curvature at the Fermi surface
    k_f, h = fermi_wavevector(n), 1e-3
    curvature = (band_energy((k_f + h)**2) + band_energy((k_f - h)**2)
                 - 2 * band_energy(k_f**2)) / h**2
    assert abs(HB2 / curvature / (M_BAND * s_f**3) - 1) < 1e-4
    # Edge moved by damping
    shifted = np.sqrt(edge_formula(n)**2 - damping_energy(n)**2)
    assert abs(real_edge(n, damping=True) / shifted - 1) < 1e-9

# Limits of the growth law
assert abs(log_slope(mass_numeric, 1e6) - 1 / 3) < 1e-3
n_dilute = 1e-5
first_order = C_BAND * HB2 * fermi_wavevector(n_dilute)**2 / M_BAND
assert abs((mass_numeric(n_dilute) / M_BAND - 1) / first_order - 1) < 0.01

# Thermal average: zero-temperature limit and quadratic onset
assert abs(mass_at_temperature(n_high, 30) / mass_formula(n_high) - 1) < 2e-5
rise_300 = mass_at_temperature(n_high, 300) - mass_formula(n_high)
rise_150 = mass_at_temperature(n_high, 150) - mass_formula(n_high)
assert rise_150 > 0 and abs(rise_300 / rise_150 - 4) < 0.12


def reflectance(w):
    index = np.sqrt(complex(EPS_INF * (1 - edge_formula(n_high)**2 / w**2)))
    return abs((index - 1) / (index + 1))**2


edge_high = edge_formula(n_high)
minimum = minimize_scalar(reflectance, bounds=(1.01 * edge_high, 2 * edge_high),
                          method="bounded", options={"xatol": 1e-9}).x
assert abs(minimum / (edge_high * np.sqrt(EPS_INF / (EPS_INF - 1))) - 1) < 1e-5

# Two numerical edges must return the band parameters
m_back, c_back = band_from_two_masses(
    n_low, inferred_mass(n_low, edge_numeric(n_low)),
    n_high, inferred_mass(n_high, edge_numeric(n_high)))
assert abs(m_back / M_BAND - 1) < 2e-3 and abs(c_back / C_BAND - 1) < 5e-3

all_effects = dict(damping=True, interband=True, lattice=True)
m_biased, c_biased = band_from_two_masses(
    n_low, inferred_mass(n_low, real_edge(n_low, **all_effects)),
    n_high, inferred_mass(n_high, real_edge(n_high, **all_effects)))

print(f"band-edge mass {M_BAND} m_e; C {C_BAND} 1/eV; eps_inf {EPS_INF}")
print(f"mobility {MOBILITY} cm2/Vs; interband oscillator {E_INTERBAND} eV")
print(f"static permittivity {EPS_STATIC}; phonon {E_LATTICE} eV")
print(f"trial next band term {D_TRIAL} 1/eV^2; temperature {TEMPERATURE} K")
for n_cm3, n in zip(DENSITIES_CM3, densities):
    k_f = fermi_wavevector(n)
    mass = mass_formula(n)
    edge = edge_formula(n)

    def percent(value):
        return 100 * (value / mass - 1)

    print(f"--- density {n_cm3:.0e} cm^-3")
    print(f"k_F {k_f:.4f} 1/nm; gamma_F {HB2 * k_f**2 / (2 * M_BAND):.4f} eV")
    print(f"E_F {band_energy(k_f**2):.4f} eV; s_F {mass / M_BAND:.4f}")
    print(f"optical mass: formula {mass:.5f}, sphere {mass_numeric(n):.5f} m_e")
    print(f"radial curvature mass {M_BAND * (mass / M_BAND)**3:.4f} m_e")
    print(f"exponents: mass {log_slope(mass_numeric, n):.4f}, "
          f"edge {log_slope(edge_numeric, n):.4f}")
    print(f"edge: formula {edge:.5f}, excitations {edge_numeric(n):.5f} eV")
    print(f"edge wavelength {HC / edge:.0f} nm")
    print(f"edge if mass stayed m_b {edge * np.sqrt(mass / M_BAND):.4f} eV")
    print(f"damping hbar*Gamma {damping_energy(n):.4f} eV; "
          f"damped edge {real_edge(n, damping=True):.4f} eV")
    for label, option in (("damping", "damping"),
                          ("interband dispersion", "interband"),
                          ("lattice", "lattice")):
        changed = inferred_mass(n, real_edge(n, **{option: True}))
        print(f"inferred mass change, {label}: {percent(changed):+.2f} %")
    warm = mass_at_temperature(n, TEMPERATURE)
    print(f"mass change, temperature {percent(warm):+.3f} %; "
          f"next band term {percent(mass_with_next_term(n)):+.2f} %")
print("--- reading the film")
print(f"lossless reflectance minimum, highest density {minimum:.4f} eV")
print(f"two ideal edges return m_b {m_back:.4f} m_e, C {c_back:.4f} 1/eV")
print(f"two real edges, effects ignored: m_b {m_biased:.4f} m_e, "
      f"C {c_biased:.4f} 1/eV")
print("every check passed")
```

Output:

```
band-edge mass 0.2 m_e; C 0.4 1/eV; eps_inf 4.0
mobility 40.0 cm2/Vs; interband oscillator 7.0 eV
static permittivity 9.0; phonon 0.05 eV
trial next band term -0.04 1/eV^2; temperature 300.0 K
--- density 1e+20 cm^-3
k_F 1.4360 1/nm; gamma_F 0.3928 eV
E_F 0.3452 eV; s_F 1.2761
optical mass: formula 0.25522, sphere 0.25522 m_e
radial curvature mass 0.4156 m_e
exponents: mass 0.1286, edge 0.4357
edge: formula 0.36751, excitations 0.36752 eV
edge wavelength 3374 nm
edge if mass stayed m_b 0.4152 eV
damping hbar*Gamma 0.1134 eV; damped edge 0.3496 eV
inferred mass change, damping: +10.52 %
inferred mass change, interband dispersion: +0.21 %
inferred mass change, lattice: -2.30 %
mass change, temperature +0.428 %; next band term -1.05 %
--- density 3e+20 cm^-3
k_F 2.0710 1/nm; gamma_F 0.8171 eV
E_F 0.6487 eV; s_F 1.5190
optical mass: formula 0.30380, sphere 0.30380 m_e
radial curvature mass 0.7009 m_e
exponents: mass 0.1889, edge 0.4056
edge: formula 0.58344, excitations 0.58346 eV
edge wavelength 2125 nm
edge if mass stayed m_b 0.7191 eV
damping hbar*Gamma 0.0953 eV; damped edge 0.5756 eV
inferred mass change, damping: +2.74 %
inferred mass change, interband dispersion: +0.52 %
inferred mass change, lattice: -0.92 %
mass change, temperature +0.178 %; next band term -3.01 %
--- density 1e+21 cm^-3
k_F 3.0937 1/nm; gamma_F 1.8232 eV
E_F 1.2240 eV; s_F 1.9792
optical mass: formula 0.39584, sphere 0.39584 m_e
radial curvature mass 1.5506 m_e
exponents: mass 0.2482, edge 0.3759
edge: formula 0.93319, excitations 0.93321 eV
edge wavelength 1329 nm
edge if mass stayed m_b 1.3128 eV
damping hbar*Gamma 0.0731 eV; damped edge 0.9303 eV
inferred mass change, damping: +0.62 %
inferred mass change, interband dispersion: +1.34 %
inferred mass change, lattice: -0.36 %
mass change, temperature +0.067 %; next band term -8.06 %
--- reading the film
lossless reflectance minimum, highest density 1.0776 eV
two ideal edges return m_b 0.2000 m_e, C 0.4000 1/eV
two real edges, effects ignored: m_b 0.2276 m_e, C 0.3310 1/eV
every check passed
```
